# Unequal-frequency nonradiative rates: overlap recursions and apparent activation energies

## Definitions and what the setting controls

Two electronic states, excited $e$ and ground $g$, share one mass-weighted coordinate $x$. With $\hbar=1$,

$$V_e=\tfrac12\omega_e^2x^2,\qquad V_g=\tfrac12\omega_g^2(x-\Delta)^2-G,\qquad G\ge0,$$

with levels $E_v=\omega_e(v+\tfrac12)$ and $E_u=\omega_g(u+\tfrac12)-G$. The overlaps are $M(u,v)=\langle u_g|v_e\rangle$. $E_x$ is the energy of the lower crossing of the parabolas above the minimum of $V_e$. With $\beta=1/kT$, the apparent activation energy is

$$E_{\rm app}=-\frac{d\ln W}{d\beta}.$$

The setting discussed here is the frequency treatment in an effective-mode nonradiative rate: one common frequency, or separate $\omega_e$ and $\omega_g$ (the Struck–Fonger model). Three further choices come with it: the number of levels, the line width and the arithmetic precision.

The model assumes a weak coupling $C$ independent of $x$, thermal populations $P_v=e^{-\beta E_v}/Z$ maintained during the decay, and a single harmonic mode. The golden rule gives

$$W=2\pi C^2\sum_{v,u}P_v\,M(u,v)^2\,g(E_v-E_u).$$

Unequal ladders generally do not match, so the line $g$ must stand for the missing continuum of other modes. We take a triangle of unit area, $g(\varepsilon)=(1-|\varepsilon|/\omega_g)/\omega_g$ for $|\varepsilon|<\omega_g$. Let

$$u^*_v=\frac{G+\omega_e(v+\frac12)}{\omega_g}-\frac12=n+\theta,\qquad 0\le\theta<1,$$

with $n$ an integer. Since $E_v-E_u=\omega_g(u^*_v-u)$, only $u=n$ and $u=n+1$ contribute:

$$W=\frac{2\pi C^2}{\omega_g}\sum_vP_vF_v,\qquad F_v=(1-\theta)M(n,v)^2+\theta M(n+1,v)^2.$$

## Overlaps by Manneback recursion

Let $a$ and $b$ lower the levels of $e$ and $g$. Writing $x$ and the momentum in both sets gives

$$b+b^\dagger=\rho(a+a^\dagger)-\Delta\sqrt{2\omega_g},\qquad b-b^\dagger=(a-a^\dagger)/\rho,\qquad \rho=\sqrt{\omega_g/\omega_e}.$$

Half the sum and half the difference are

$$b=c_+a+c_-a^\dagger-d,\qquad b^\dagger=c_-a+c_+a^\dagger-d,$$

with $c_\pm=(\rho\pm1/\rho)/2$ and $d=\Delta\sqrt{\omega_g/2}$. Place $b^\dagger$ between $\langle u_g|$ and $|v_e\rangle$. Acting to the left it gives $\sqrt u\,M(u-1,v)$, so

$$c_+\sqrt{v+1}\,M(u,v+1)=\sqrt u\,M(u-1,v)-c_-\sqrt v\,M(u,v-1)+d\,M(u,v).$$

The same step with $b$ gives $\sqrt{u+1}M(u+1,v)=c_+\sqrt vM(u,v-1)+c_-\sqrt{v+1}M(u,v+1)-dM(u,v)$. Eliminating $M(u,v+1)$, with $c_+^2-c_-^2=1$ and $c_+-c_-=1/\rho$, gives

$$c_+\sqrt{u+1}\,M(u+1,v)=\sqrt v\,M(u,v-1)+c_-\sqrt u\,M(u-1,v)-\frac d\rho M(u,v).$$

The start is the integral of two Gaussians,

$$M(0,0)=c_+^{-1/2}\exp\!\left[-\frac{\Delta^2\omega_e\omega_g}{2(\omega_e+\omega_g)}\right].$$

The second rule fills the column $v=0$; the first fills the later columns.

## What an Arrhenius slope measures

Differentiating $\ln\sum_vF_ve^{-\beta E_v}-\ln\sum_ve^{-\beta E_v}$ gives

$$E_{\rm app}=\frac{\sum_vE_vF_ve^{-\beta E_v}}{\sum_vF_ve^{-\beta E_v}}-\frac{\sum_vE_ve^{-\beta E_v}}{\sum_ve^{-\beta E_v}}.$$

It is the mean energy of the levels that decay minus the mean energy of all populated levels. If $F_0\ne0$, both means tend to $E_0$ on cooling and $E_{\rm app}\to0$: the decay comes from $v=0$ alone, which is tunnelling when $E_0<E_x$.

A least-squares line through points $(\beta_i,\ln W_i)$ averages this quantity. Its negative slope is

$$\frac{\int E_{\rm app}(\beta)h(\beta)\,d\beta}{\int h(\beta)\,d\beta},\qquad h(\beta)=\sum_{\beta_i>\beta}(\beta_i-\bar\beta)\ge0.$$

This follows by writing $\ln W_i$ as an integral of $-E_{\rm app}$. The weight $h$ is not negative because the deviations sum to zero and the largest are kept. If $E_{\rm app}<E_x$ throughout the fitted range, the fitted energy is also below $E_x$.

## The thermal trace

Both frequency treatments follow from

$$K(s)={\rm Tr}\,e^{-(\beta-s)H_e}e^{-sH_g}=\sum_{u,v}M(u,v)^2e^{-\beta E_v+s(E_v-E_u)}.$$

For an oscillator at the origin, with $T=\tanh(\omega\tau/2)$,

$$\langle x|e^{-\tau H}|y\rangle=\sqrt{\frac{\omega}{2\pi\sinh\omega\tau}}\;e^{-\frac\omega4[(x+y)^2T+(x-y)^2/T]}.$$

To verify this Mehler kernel, insert it in $\partial_\tau K_0=\frac12\partial_x^2K_0-\frac12\omega^2x^2K_0$. With $q=x+y$ and $r=x-y$, both sides divided by $K_0$ equal $\frac{\omega^2}8[q^2(T^2-1)+r^2(T^{-2}-1)]-\frac\omega2\coth\omega\tau$. As $\tau\to0$ the kernel becomes $\delta(x-y)$.

Put $A=\omega_e\tanh\frac{\omega_e(\beta-s)}2$ and $B=\omega_g\tanh\frac{\omega_gs}2$. In the trace, the mean $R$ of the two coordinates enters as $e^{-AR^2-B(R-\Delta)^2}$, and their difference enters as a separate Gaussian. Integration gives

$$K=\left[\frac{\omega_e\omega_g}{\sinh\omega_e(\beta-s)\,\sinh\omega_gs\,(A+B)(\omega_e^2/A+\omega_g^2/B)}\right]^{1/2}e^{f(s)},$$

$$f(s)=sG-\frac{\Delta^2AB}{A+B}.$$

The kernels require $0<s<\beta$. The closed form is regular at $s=0$, because $\sinh(\omega_gs)/B$ stays finite there. The double sum has no negative terms, so it converges and stays analytic up to its first singularity on the real axis. The formula therefore also holds for $s<0$; for $\omega_g\ge\omega_e$ it holds as long as $A+B>0$.

## Common frequency: a strict bound

Let $\omega_e=\omega_g=\omega$, $p=G/\omega$ an integer, $S=\omega\Delta^2/2>0$ and $X=\beta\omega/2$. Hyperbolic addition formulas reduce the square root to $1/(2\sinh X)=Z$ and give

$$\frac KZ=e^{sG}\exp[-S\coth X+z\cosh(X-\omega s)],\qquad z=\frac S{\sinh X}.$$

Expand $e^{z\cosh y}=\sum_nI_n(z)e^{ny}$ and compare powers of $e^{-\omega s}$ with the double sum for $K$. The resonant terms have $u-v=p$, so

$$\sum_vP_vF_v=e^{-S\coth X+pX}I_p(z).$$

Let $y=zI_p'/I_p$. Bessel's equation becomes $zy'=z^2+p^2-y^2$. Near $z=0$ the series of $I_p$ gives $y\approx p+z^2/[2(p+1)]$, while $\sqrt{z^2+p^2}\approx p+z^2/(2p)$ for $p>0$ and equals $z$ for $p=0$, so $y$ starts below the root. At a first contact $y'$ would vanish while the root is still rising, so $y$ could not have reached it from below. Hence $y<\sqrt{z^2+p^2}$ for all $z>0$.

With $c=\coth X$ and $dz/dX=-zc$, differentiation gives

$$E_{\rm app}=\frac\omega2[cy-p-S(c^2-1)].$$

Since $z^2=S^2(c^2-1)$, the inequality between geometric and arithmetic means gives

$$cy<\frac{(Sc)\sqrt{S^2(c^2-1)+p^2}}S\le Sc^2-\frac S2+\frac{p^2}{2S}.$$

Therefore

$$E_{\rm app}<\frac{\omega(p-S)^2}{4S}=E_x.$$

The last equality follows from the crossing condition, which gives $x=(S-p)/(\omega\Delta)$. The bound holds at every finite temperature in this model.

## Separate frequencies: the exponent

Writing $\delta(\varepsilon)=\frac1{2\pi}\int dt\,e^{(s+it)\varepsilon}$ turns the rate into an integral of $K(s+it)$. When $G$ and $\Delta^2$ grow together at fixed frequencies and temperature, $f$ grows and the prefactor does not. The leading behaviour is then $e^{f(s)}$ at the minimum of $f$ on the real axis.

Define $\bar x=\Delta B/(A+B)$, so that $\Delta-\bar x=\Delta A/(A+B)$ and $A\bar x=B(\Delta-\bar x)$. With $\partial_sA=-\frac12(\omega_e^2-A^2)$ and $\partial_sB=\frac12(\omega_g^2-B^2)$,

$$f'(s)=G+\tfrac12(\omega_e^2-A^2)\bar x^2-\tfrac12(\omega_g^2-B^2)(\bar x-\Delta)^2=V_e(\bar x)-V_g(\bar x),$$

because the terms in $A^2$ and $B^2$ cancel. The stationary point therefore places $\bar x$ at a crossing. There $f$ does not change to first order in $s$, so only its explicit dependence on $\beta$ matters:

$$E_{\rm exp}=-\frac{\partial f}{\partial\beta}=\tfrac12(\omega_e^2-A^2)\bar x^2=E_x-\frac{\kappa^2}2=E_x\,{\rm sech}^2\frac{\omega_e(\beta-s)}2,$$

where $\kappa=A|\bar x|$. The dominant path reaches the crossing below the barrier top, with imaginary momentum of size $\kappa$. Thus $E_{\rm exp}<E_x$ whenever $E_x>0$.

For $\omega_g\ge\omega_e$ and $\Delta>0$ this point exists and is unique. At $s=\beta$, $\bar x=\Delta$. For $0\le s<\beta$, $B/A$ rises with $s$. For $s=-\sigma<0$,

$$\frac{d}{d\sigma}\ln\frac{|B|}A=\frac{\omega_g}{\sinh\omega_g\sigma}-\frac{\omega_e}{\sinh\omega_e(\beta+\sigma)}.$$

The ratio of the first term to the second falls with $\sigma$, so the sign changes at most once, from plus to minus. The quotient $|B|/A$ starts at zero and tends to $\omega_g/\omega_e\ge1$, so it rises until it reaches one, or approaches one at infinity for equal frequencies. Hence $\bar x$ runs monotonically from $-\infty$ to $\Delta$. On that range $V_e-V_g$ goes from negative to positive through one root, so $f$ has one minimum. A second root, if present, lies to the right of $\Delta$. The midpoint of the roots is $\omega_g^2\Delta/(\omega_g^2-\omega_e^2)>0$, so the left root is the lower crossing.

For $\omega_g<\omega_e$ this existence argument does not apply, and the parabolas may not cross at all.

## High temperature, and a case where the bound fails

Classically $x$ has the density $\sqrt{\beta\omega_e^2/2\pi}\,e^{-\beta V_e}$, and the rate samples it where $V_e=V_g$. A quadratic has slopes of equal size at its two roots, so both crossings carry the same slope factor:

$$W\propto\sqrt\beta\,(e^{-\beta E_1}+e^{-\beta E_2}),\qquad E_{\rm app}=E_1+\frac{E_2-E_1}{1+e^\delta}-\frac{kT}2,$$

with $E_1\le E_2$ and $\delta=\beta(E_2-E_1)$. The second term is $kT\,\delta/(1+e^\delta)$. At its maximum $(\delta-1)e^\delta=1$, and the value of $\delta/(1+e^\delta)$ there is $\delta-1\approx0.278$. Hence $E_{\rm app}$ lies at least $0.22\,kT$ below $E_1$ for any frequency ratio with real crossings. With one relevant crossing, $E_{\rm app}=E_x-kT/2$.

The discrete sum with unequal frequencies has no universal bound. Take $\Delta=0$, $\omega_e=1$, $\omega_g=4$, $G=5.5$. Then $u^*_0=(5.5+0.5)/4-0.5=1$, and parity forbids the overlap of $u=1$ with $v=0$. Decay must start from $v=1$. At $kT=0.1$ the sum gives $E_{\rm app}=1.00$, while $E_x=5.5/15=0.367$. If $F_0$ vanishes or is accidentally small, an Arrhenius slope may not be read as a lower bound to the crossing energy. A small $F_0$ is not the only way to fail: when $G$ is only a few quanta, $F_v$ can vary irregularly with $v$. For $\omega_e=1$, $\omega_g=2.89$, $\Delta=0.82$, $G=3.79$, $F_0\approx0.14$ is larger than $F_1$ and $E_x\approx0.01$, yet $E_{\rm app}$ rises above 0.1 at intermediate temperature.

## Worked example

The model parameters are $\omega_e=400$, $\omega_g=500$, $G=16000$, $\frac12\omega_g^2\Delta^2=5000$ and $C=1$, all in cm$^{-1}$. With $y=x/\Delta$, the crossing condition is

$$3200y^2=5000(1-y)^2-16000,$$

so $y=(10000-13387)/3600=-0.941$ and $E_x=3200y^2=2832$ cm$^{-1}$ (0.351 eV).

Here $d=\sqrt{10}$ and $u^*_0=31.9$, so

$$F_0=0.1(1.861\times10^{-6})+0.9(8.12\times10^{-7})=9.17\times10^{-7}.$$

In wavenumbers the rate prefactor is $2\pi(2\pi c)C^2/\omega_g=2.37\times10^9$ s$^{-1}$, which gives a tunnelling rate of $2.17\times10^3$ s$^{-1}$. By $v=8$ the strength has risen to $3.1\times10^{-2}$. That level, at 3400 cm$^{-1}$, already lies above the crossing. The growth of $F_v$ competes with the Boltzmann factor. The mean energy of the decaying levels above the minimum of $V_e$ is $E_{\rm app}+\frac{\omega_e}2\coth\frac{\beta\omega_e}2$. With the table below this is about 1060 cm$^{-1}$ at 300 K, well below the crossing, about 2840 at 1000 K, at the crossing, and about 3850 at 3000 K, above it.

| $T$ (K) | $W$ (s$^{-1}$) | $E_{\rm app}$ (cm$^{-1}$) | $E_{\rm exp}$ (cm$^{-1}$) |
|---:|---:|---:|---:|
| 100 | $2.28\times10^3$ | 19 | 19 |
| 300 | $1.72\times10^4$ | 790 | 821 |
| 600 | $3.29\times10^5$ | 1750 | 1879 |
| 1000 | $2.14\times10^6$ | 2125 | 2407 |
| 3000 | $1.59\times10^7$ | 1756 | 2778 |

The exponent accounts for most of the rise. The prefactor lowers the slope at high temperature: at 3000 K, used here to probe the limit, $E_x-kT/2=1789$ cm$^{-1}$, close to the summed 1756. On a 10 K grid from 20 to 3000 K, $E_{\rm app}$ peaks at 2169 cm$^{-1}$ near 1290 K, 77% of $E_x$. The test $E_{\rm app}<E_x$ holds at every grid point.

With a constant radiative rate $k_r=2\times10^4$ s$^{-1}$, the yield $\eta=k_r/(k_r+W)$ obeys $1/\eta-1=W/k_r$, so its Arrhenius slope is also $E_{\rm app}$. Half yield occurs at 312 K. There the decaying levels have mean energy 919 cm$^{-1}$ above $v=0$, the populated levels have 75, and the difference is 844 cm$^{-1}$, 30% of $E_x$. A line fitted to 21 points evenly spaced in $T$ from 300 to 500 K gives 1141 cm$^{-1}$ (0.141 eV), 40% of the crossing energy. The weight $h$ depends on the points: 21 points evenly spaced in $1/T$ give 1123 cm$^{-1}$.

## Choosing the settings

**Frequencies.** Use separate frequencies when both curvatures are known. Setting $\omega_e=500$ cm$^{-1}$ in the example, with everything else fixed, raises $E_x$ from 2832 to $500(32-10)^2/40=6050$ cm$^{-1}$. A crossing far outside the two minima magnifies a modest difference in curvature. For $\omega_e=300$, 350, 450 and 500 cm$^{-1}$, the largest $E_{\rm app}$ sampled up to 1200 K was between 69% and 75% of the respective $E_x$. For 450 and 500 cm$^{-1}$ the slope is still rising at 1200 K; sampled up to 2500 K it reaches 78% and 80%.

**Number of levels.** Because $F_v\le1$, omitting $v\ge N$ loses at most $e^{-\beta\omega_eN}$ from $\sum P_vF_v$. At 1000 K that sum is $2.14\times10^6/2.37\times10^9=9.1\times10^{-4}$. A relative error below $10^{-6}$ is guaranteed by

$$N\ge\frac{695}{400}\ln\frac1{9.1\times10^{-10}}\approx36.2,$$

hence 37 levels. The last has $u^*_{36}=60.7$, so the table must reach $u=61$.

**Line width.** A triangle of half-base $\Gamma$ multiplies $K(s)$ by

$$\int g(\varepsilon)e^{s\varepsilon}d\varepsilon=\left[\frac{\sinh(s\Gamma/2)}{s\Gamma/2}\right]^2.$$

At low temperature $A\to\omega_e$, and $B=A\bar x/(\Delta-\bar x)$ gives $\tanh(\omega_g|s|/2)=0.8(0.941/1.941)=0.388$, so $\omega_g|s|/2=0.41$. The factor is 1.06 for $\Gamma=500$ cm$^{-1}$ but about 2.3 for 2000 cm$^{-1}$ at the same $s$. Keep $\Gamma$ near one final quantum unless a physical width is known. The example depends on this choice: for $\Gamma=250$, 500, 1000 and 2000 cm$^{-1}$ half yield falls at 331, 312, 303 and 267 K, and $E_{\rm app}$ at 300 K is 902, 790, 772 and 708 cm$^{-1}$. A Gaussian with the variance of the 500 cm$^{-1}$ triangle gives 314 K and 807 cm$^{-1}$. With this factor and the full prefactor, steepest descent agrees with the summed rate to about 2% or better at 100, 300, 600 and 1000 K.

**Precision.** Column filling amplifies rounding. For equal frequencies each new column is $(b^\dagger+d)/\sqrt{v+1}$ applied to the last. An error in row $u_0$ of the first column thus reaches row $u_0+v$ multiplied by $\sqrt{(u_0+v)!/(u_0!\,v!)}$, about $2\times10^6$ for $u_0=20$, $v=25$. The terms in $d$ feed the rows in between: row $u_0+k$ receives the factor $\binom vk d^{\,v-k}\sqrt{(u_0+k)!/(u_0!\,v!)}$, whose largest value for the same $u_0$, $v$ and $d=\sqrt{10}$ is about $7\times10^9$. The true column stays normalized through cancellation; the error does not. In the unequal-frequency example, double precision gave largest absolute overlap errors of $5\times10^{-13}$ at $v=8$, $7\times10^{-8}$ at $v=25$ and 0.4 at $v=60$. Use extended precision for high columns; 100 digits sufficed here for 150 levels. The norm $\sum_uM(u,v)^2=1$ exposes gross failure, but not a small absolute error that spoils a tiny resonant overlap.

**Interpretation.** Compare a measured slope with $E_{\rm app}$ computed over the same temperature range, not with $E_x$. The comparison holds only within the model: one harmonic mode, constant $C$, constant $k_r$, and no other quenching channel such as thermal ionization or energy transfer. The remaining checks are in the numerical output.

## Values computed for the example and the checks

```
w_e, w_g = 400, 500 cm^-1; gap = 16000 cm^-1
relaxation energy on ground parabola = 5000 cm^-1
coupling = 1.0 cm^-1; radiative rate = 2.0e+04 s^-1
Boltzmann constant = 0.695035 cm^-1/K
rho, c_plus, c_minus, d = 1.118034, 1.006231, 0.111803, 3.162278
crossing position / displacement = -0.94071
crossing energy E_x = 2831.80 cm^-1 = 0.3511 eV
second crossing energy = 135045 cm^-1
vertical emission energy = 11000 cm^-1
overlaps M(0,0), M(1,0), M(0,1) = 0.011707, -0.032908, 0.036792
resonant u for v=0: 31.90
M(31,0)^2, M(32,0)^2 = 1.8605e-06, 8.1248e-07
shared squared overlap, v=0: 9.1728e-07
shared squared overlap, v=2: 1.1031e-04
shared squared overlap, v=4: 1.8942e-03
shared squared overlap, v=6: 1.1884e-02
shared squared overlap, v=8: 3.1328e-02
rate prefactor = 2.3671e+09 s^-1
max overlap error vs diagonalization = 6.6e-15
max relative change of rates, 100 to 160 digits = 0.0e+00
max overlap error of double-precision recursion, v=8: 5.4e-13
max overlap error of double-precision recursion, v=25: 7.2e-08
max overlap error of double-precision recursion, v=60: 4.3e-01
T/K, kT/cm^-1, W/s^-1, E_app/cm^-1, E_exponent/cm^-1
   50    34.75  2.1716e+03      0.1      0.1
  100    69.50  2.2761e+03     18.8     18.6
  200   139.01  4.9274e+03    320.7    325.5
  300   208.51  1.7242e+04    789.8    820.6
  400   278.01  5.6273e+04   1207.9   1269.7
  500   347.52  1.5001e+05   1524.7   1618.9
  600   417.02  3.2893e+05   1749.6   1878.7
  800   556.03  1.0178e+06   2010.4   2214.3
 1000   695.03  2.1445e+06   2125.4   2406.5
 1500  1042.55  6.0349e+06   2155.5   2627.3
 3000  2085.10  1.5928e+07   1755.8   2778.0
largest E_app on 10 K grid = 2169.2 cm^-1 at 1290 K
its ratio to E_x = 0.7660
Arrhenius fit 300-500 K = 1140.9 cm^-1 = 0.1415 eV
half-yield temperature = 311.8 K
E_app there = 843.8 cm^-1; ratio to E_x = 0.2980
rate-weighted level energy there = 918.8 cm^-1
steepest-descent rate / summed rate at 100 K = 1.0200
steepest-descent rate / summed rate at 300 K = 0.9960
steepest-descent rate / summed rate at 600 K = 1.0040
steepest-descent rate / summed rate at 1000 K = 1.0047
w_e=300: E_x=1337.9, largest E_app to 1200 K=960.7 cm^-1
w_e=350: E_x=1964.7, largest E_app to 1200 K=1462.6 cm^-1
w_e=450: E_x=4084.1, largest E_app to 1200 K=3063.5 cm^-1
w_e=500: E_x=6050.0, largest E_app to 1200 K=4173.2 cm^-1
equal frequencies: smallest E_x-E_app in scan = 2.24e-04 frequency units
classical test: E_1, E_2, kT = 18.3263, 30.8437, 10.0 (units w_e)
classical E_app quadrature, formula = 16.1101, 16.1101
maximum of delta/(1+exp(delta)) = 0.27846
counterexample (w_e=1, w_g=4, gap=5.5, kT=0.1): E_x=0.3667, E_app=1.0000
```
